# Choosing an implicit integrator for defect photoionization and recapture: a program that tests the result

```python
"""
Result under test: backward Euler for defect photoionization and recapture has a
unique nonnegative electron density at every step size, conserves defect number
and charge, and keeps all occupations between zero and one.
p = (p0, p1, p2): fractions of neutral, singly and doubly ionized defects
g0, g1: photoionization rates (1/s); c1, c2: capture coefficients (m^3/s)
N: defect density (m^-3); n: free-electron density (m^-3)
q = n - N*(p1 + 2*p2): density fixed by donors and gate bias (m^-3)
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp


def implicit_occupations(p, a0, a1, b1, b2):
    """Subtraction-free solution of the linear implicit step."""
    D = (1 + a0) * (1 + a1 + b2) + b1 * (1 + b2)
    x0 = (1 + a1 + b2 + b1 * (1 + b2)) * p[0] + b1 * (1 + b2) * p[1] + b1 * b2 * p[2]
    x1 = a0 * (1 + b2) * p[0] + (1 + a0) * (1 + b2) * p[1] + (1 + a0) * b2 * p[2]
    x2 = a0 * a1 * p[0] + (1 + a0) * a1 * p[1] + ((1 + a0) * (1 + a1) + b1) * p[2]
    return (x0 / D, x1 / D, x2 / D), D


def charge_mismatch(n, p, h, q, par):
    g0, g1, c1, c2, N = par
    a0, a1, b1, b2 = h * g0, h * g1, h * c1 * n, h * c2 * n
    new, D = implicit_occupations(p, a0, a1, b1, b2)
    d1 = (1 + 2 * a1 + b2) / D
    d2 = (1 + a0 + 2 * b1) / D
    F = n - q - N * (new[1] + 2 * new[2])
    slope = 1 + N * h * (c1 * new[1] * d1 + c2 * new[2] * d2)
    return F, slope, new


def backward_step(p, h, q, par):
    N = par[4]
    low, high = 0.0, q + 2 * N
    n = min(max(q + N * (p[1] + 2 * p[2]), 0.0), high)
    for _ in range(400):
        F, slope, new = charge_mismatch(n, p, h, q, par)
        if abs(F) <= 1e-14 * (n + abs(q) + N * abs(new[1] + 2 * new[2])):
            return new, n
        if F > 0:
            high = n
        else:
            low = n
        trial = n - F / slope
        n = trial if low < trial < high else 0.5 * (low + high)
    raise RuntimeError("scalar equation did not converge")


def rates(p, n, par):
    """Original rate equations, electron source per defect, and total traffic."""
    g0, g1, c1, c2, N = par
    up0, up1, down1, down2 = g0 * p[0], g1 * p[1], c1 * n * p[1], c2 * n * p[2]
    dp = np.array([down1 - up0, up0 - down1 + down2 - up1, up1 - down2])
    return dp, up0 + up1 - down1 - down2, up0 + up1 + down1 + down2


def integrate(p, q, par, duration, rtol, atol=1e-9):
    """Step doubling; the accepted state is the one from two half steps."""
    N, t, h, steps = par[4], 0.0, 1e-3, 0
    n = q + N * (p[1] + 2 * p[2])
    while duration - t > 1e-12 * duration:
        h = min(h, duration - t)
        coarse, n_coarse = backward_step(p, h, q, par)
        middle, _ = backward_step(p, h / 2, q, par)
        fine, n_fine = backward_step(middle, h / 2, q, par)
        pairs = list(zip(coarse, fine)) + [(n_coarse / N, n_fine / N)]
        err = max(abs(a - b) / (atol + rtol * abs(b)) for a, b in pairs)
        if err <= 1:
            t, p, n, steps = t + h, fine, n_fine, steps + 1
            assert min(p) >= 0 and max(p) <= 1 + 1e-12 and n >= 0
        h *= min(3.0, max(0.2, 0.9 / np.sqrt(err + 1e-12)))
    return p, n, steps


def reference(q, par, times):
    """Independent high-order stiff integration from all-neutral defects."""
    N = par[4]

    def rhs(t, y):
        full = (1 - y[0] - y[1], y[0], y[1])
        return rates(full, q + N * (y[0] + 2 * y[1]), par)[0][1:]
    sol = solve_ivp(rhs, (0, times[-1]), [0.0, 0.0], method="Radau",
                    t_eval=times, rtol=1e-9, atol=1e-14)
    assert sol.success
    return sol.y


# Symbolic check of the linear solution against the defining matrix.
s = sp.symbols("a0 a1 b1 b2", positive=True)
ps = sp.symbols("p0 p1 p2")
A0, A1, B1, B2 = s
matrix = sp.Matrix([[1 + A0, -B1, 0], [-A0, 1 + A1 + B1, -B2], [0, -A1, 1 + B2]])
solution, det = implicit_occupations(ps, *s)
assert sp.expand(matrix.det() - det) == 0
for entry in matrix * sp.Matrix(solution) - sp.Matrix(ps):
    assert sp.cancel(sp.together(entry)) == 0
assert sp.cancel(sp.together(sum(solution) - sum(ps))) == 0

# Random steps over many decades, including empty states and negative q.
rng = np.random.default_rng(4)
worst_sum = worst_charge = 0.0
smallest = 1.0
negative_q = 0
trials = 2000
for k in range(trials):
    par = tuple(10 ** rng.uniform(-8, 8, 2)) + tuple(10 ** rng.uniform(-8, 12, 2)) + (1.0,)
    if k % 5 == 0:
        par = (0.0, 0.0) + par[2:]
    p = tuple(rng.dirichlet([0.3, 0.3, 0.3]))
    n_old = 0.0 if k % 7 == 0 else 10 ** rng.uniform(-10, 1)
    q = n_old - p[1] - 2 * p[2]
    negative_q += q < 0
    assert charge_mismatch(0.0, p, 1.0, q, par)[0] <= 1e-13
    assert charge_mismatch(q + 2, p, 1.0, q, par)[0] >= -1e-13
    new, n = backward_step(p, 1.0, q, par)
    assert min(new) >= 0 and max(new) <= 1 + 1e-13 and n >= 0
    dp, source, traffic = rates(new, n, par)
    # Tolerance follows cancellation between large opposing fluxes.
    tol = 1e-12 * (1 + n + traffic)
    assert np.max(np.abs(np.array(new) - p - dp)) < tol
    assert abs(n - n_old - source) < tol
    worst_sum = max(worst_sum, abs(sum(new) - 1))
    worst_charge = max(worst_charge, abs(n - q - new[1] - 2 * new[2]) / (1 + n))
    smallest = min(smallest, min(new))
    if k < 100:
        z = []
        for x in np.logspace(-12, 1, 40):
            trial_p = charge_mismatch(x, p, 1.0, q, par)[2]
            z.append(trial_p[1] + 2 * trial_p[2])
        assert np.max(np.diff(z)) < 1e-13
assert worst_sum < 1e-13 and worst_charge < 1e-13 and negative_q > 100

# Analytic slope against a central difference.
test_par = (0.7, 1.3, 2.1, 0.8, 1.0)
test_p, test_n, dn = (0.5, 0.3, 0.2), 0.6, 1e-5
F_plus = charge_mismatch(test_n + dn, test_p, 1.7, 0.1, test_par)[0]
F_minus = charge_mismatch(test_n - dn, test_p, 1.7, 0.1, test_par)[0]
slope = charge_mismatch(test_n, test_p, 1.7, 0.1, test_par)[1]
assert abs((F_plus - F_minus) / (2 * dn) - slope) < 1e-8

# Round model parameters.
N, q_light, q_pulse = 1e24, 1e20, 1e23
intensity, wavelength, temperature = 1.0, 450e-9, 300.0
sigma0, sigma1 = 1e-22, 1e-21
capture_prefactor, barrier1, barrier2 = 1e-14, 0.4, 0.7
flux = intensity * wavelength / (const.h * const.c)
thermal_eV = const.k * temperature / const.e
g0, g1 = sigma0 * flux, sigma1 * flux
c1 = capture_prefactor * np.exp(-barrier1 / thermal_eV)
c2 = capture_prefactor * np.exp(-barrier2 / thermal_eV)
light, dark = (g0, g1, c1, c2, N), (0.0, 0.0, c1, c2, N)
start = (1.0, 0.0, 0.0)

print(f"Defect density N = {N:.3e} m^-3; q under light = {q_light:.3e} m^-3")
print(f"Intensity = {intensity:.2f} W/m^2; wavelength = {wavelength:.3e} m")
print(f"Temperature = {temperature:.1f} K; photon flux = {flux:.4e} m^-2 s^-1")
print(f"Cross sections: sigma0 = {sigma0:.2e}, sigma1 = {sigma1:.2e} m^2")
print(f"Capture prefactor = {capture_prefactor:.2e} m^3/s")
print(f"Capture barriers: first {barrier1:.2f}, second {barrier2:.2f} eV")
print(f"Photoionization rates: g0 = {g0:.4e}, g1 = {g1:.4e} s^-1")
print(f"Capture coefficients: c1 = {c1:.4e}, c2 = {c2:.4e} m^3/s")
print(f"Random steps tested = {trials}; with negative q = {negative_q}")
print(f"Largest defect-sum error = {worst_sum:.2e} (dimensionless)")
print(f"Largest scaled charge error = {worst_charge:.2e} (dimensionless)")
print(f"Smallest occupation in random steps = {smallest:.2e} (dimensionless)")

# Illumination at two tolerances against the independent solver.
times = [1.0, 100.0, 1e4]
ref = reference(q_light, light, times)
errors = []
for rtol in (1e-3, 1e-5):
    p, previous, total = start, 0.0, 0
    for j, t in enumerate(times):
        p, n, count = integrate(p, q_light, light, t - previous, rtol)
        previous, total = t, total + count
        n_ref = q_light + N * (ref[0, j] + 2 * ref[1, j])
        relative = abs(n / n_ref - 1)
        if rtol == 1e-5:
            assert relative < 1e-2
            print(f"Light {t:.0f} s: p1 = {p[1]:.4e}, p2 = {p[2]:.4e}, n = {n:.4e} m^-3")
            print(f"  reference n = {n_ref:.4e} m^-3; relative error = {relative:.2e}")
    errors.append(relative)
    print(f"Local tolerance {rtol:.0e}: steps = {total}, final n error = {relative:.2e}")
assert errors[1] < errors[0] / 3
lit, n_lit = p, n
print(f"Final electron density under light = {n_lit * 1e-6:.4e} cm^-3")
print(f"Defect-sum drift after light = {abs(sum(lit) - 1):.2e} (dimensionless)")
p1_quasi = (g0 * lit[0] + c2 * n_lit * lit[2]) / (g1 + c1 * n_lit)
assert abs(p1_quasi / lit[1] - 1) < 1e-3
print(f"Quasi-stationary p1 after light = {p1_quasi:.4e} (dimensionless)")

# The rates are quadratic, so central differences have no truncation error.
jacobian = np.zeros((2, 2))
for j in range(2):
    values = []
    for sign in (1, -1):
        y = np.array(lit[1:])
        y[j] += sign * 1e-3
        full = (1 - y.sum(), y[0], y[1])
        values.append(rates(full, q_light + N * (y[0] + 2 * y[1]), light)[0][1:])
    jacobian[:, j] = (values[0] - values[1]) / 2e-3
relaxation = np.sort(np.abs(np.linalg.eigvals(jacobian)))
assert relaxation[1] / relaxation[0] > 1e3
print(f"Relaxation rates: fast {relaxation[1]:.4e}, slow {relaxation[0]:.4e} s^-1")
print(f"Stiffness ratio = {relaxation[1] / relaxation[0]:.3e} (dimensionless)")

# First-order convergence at fixed step.
short_ref = reference(q_light, light, [100.0])[:, 0]
fixed_errors = []
for count in (1000, 2000):
    p = start
    for _ in range(count):
        p, _ = backward_step(p, 100.0 / count, q_light, light)
    fixed_errors.append(np.sum(np.abs(np.array(p[1:]) / short_ref - 1)))
ratio = fixed_errors[0] / fixed_errors[1]
assert 1.8 < ratio < 2.2
print(f"Fixed steps 0.1 and 0.05 s: errors {fixed_errors[0]:.3e}, {fixed_errors[1]:.3e}")
print(f"Error ratio on halving the step = {ratio:.4f} (dimensionless)")

# One giant step is bounded, though it need not be accurate.
giant, n_giant = backward_step(start, 1e4, q_light, light)
assert min(giant) >= 0 and abs(sum(giant) - 1) < 1e-13
print(f"One 10000 s step: p1 = {giant[1]:.4e}, p2 = {giant[2]:.4e}")
print(f"  n = {n_giant:.4e} m^-3; ratio to reference = {n_giant / n_ref:.4f}")

# Turning off the light exposes loss of positivity in two common schemes.
h_dark = 5.0
slope_dark = rates(lit, n_lit, dark)[0]
explicit = np.array(lit) + h_dark * slope_dark
half_explicit = tuple(np.array(lit) + h_dark / 2 * slope_dark)
trapezoid, _ = backward_step(half_explicit, h_dark / 2, q_light, dark)
implicit, _ = backward_step(lit, h_dark, q_light, dark)
assert explicit[1] < 0 and trapezoid[1] < 0 and min(implicit) >= 0
print(f"Dark step = {h_dark:.1f} s: explicit Euler p1 = {explicit[1]:.4e}")
print(f"  trapezoidal p1 = {trapezoid[1]:.4e}; backward Euler p1 = {implicit[1]:.4e}")

# Dark recovery against the closed solution in the fast-first-capture limit.
remaining = []
for name, q in (("unchanged bias", q_light), ("added gate electrons", q_pulse)):
    n_start = n_lit + q - q_light
    p, n, count = integrate(lit, q, dark, 1000.0, 1e-5)
    decay = np.exp(-c2 * q * 1000.0)
    closed = q * lit[2] * decay / (q + 2 * N * lit[2] * (1 - decay))
    assert abs(p[2] / closed - 1) < 1e-2
    remaining.append(p[2] / lit[2])
    print(f"Dark 1000 s, {name}: q = {q:.3e} m^-3, steps = {count}")
    print(f"  n at start = {n_start:.4e}, at end = {n:.4e} m^-3")
    print(f"  p2 = {p[2]:.4e}, closed form = {closed:.4e}; left = {remaining[-1]:.4f}")
assert remaining[1] < remaining[0]

print("all tests passed")
```

Printed output:

```
Defect density N = 1.000e+24 m^-3; q under light = 1.000e+20 m^-3
Intensity = 1.00 W/m^2; wavelength = 4.500e-07 m
Temperature = 300.0 K; photon flux = 2.2654e+18 m^-2 s^-1
Cross sections: sigma0 = 1.00e-22, sigma1 = 1.00e-21 m^2
Capture prefactor = 1.00e-14 m^3/s
Capture barriers: first 0.40, second 0.70 eV
Photoionization rates: g0 = 2.2654e-04, g1 = 2.2654e-03 s^-1
Capture coefficients: c1 = 1.9068e-21, c2 = 1.7399e-26 m^3/s
Random steps tested = 2000; with negative q = 1817
Largest defect-sum error = 4.44e-16 (dimensionless)
Largest scaled charge error = 3.91e-14 (dimensionless)
Smallest occupation in random steps = 1.77e-15 (dimensionless)
Local tolerance 1e-03: steps = 118, final n error = 5.52e-03
Light 1 s: p1 = 1.8257e-04, p2 = 2.2713e-07, n = 2.8303e+20 m^-3
  reference n = 2.8318e+20 m^-3; relative error = 5.21e-04
Light 100 s: p1 = 2.5083e-04, p2 = 6.1158e-05, n = 4.7314e+20 m^-3
  reference n = 4.7320e+20 m^-3; relative error = 1.23e-04
Light 10000 s: p1 = 4.3773e-05, p2 = 1.2832e-03, n = 2.7101e+21 m^-3
  reference n = 2.7117e+21 m^-3; relative error = 6.09e-04
Local tolerance 1e-05: steps = 776, final n error = 6.09e-04
Final electron density under light = 2.7101e+15 cm^-3
Defect-sum drift after light = 5.66e-15 (dimensionless)
Quasi-stationary p1 after light = 4.3773e-05 (dimensionless)
Relaxation rates: fast 5.2533e+00, slow 1.6314e-04 s^-1
Stiffness ratio = 3.220e+04 (dimensionless)
Fixed steps 0.1 and 0.05 s: errors 6.415e-05, 3.369e-05
Error ratio on halving the step = 1.9041 (dimensionless)
One 10000 s step: p1 = 5.7357e-05, p2 = 9.5549e-04
  n = 2.0683e+21 m^-3; ratio to reference = 0.7627
Dark step = 5.0 s: explicit Euler p1 = -1.0869e-03
  trapezoidal p1 = -3.8557e-05; backward Euler p1 = 1.6675e-06
Dark 1000 s, unchanged bias: q = 1.000e+20 m^-3, steps = 234
  n at start = 2.7101e+21, at end = 2.5527e+21 m^-3
  p2 = 1.2263e-03, closed form = 1.2262e-03; left = 0.9557
Dark 1000 s, added gate electrons: q = 1.000e+23 m^-3, steps = 505
  n at start = 1.0261e+23, at end = 1.0044e+23 m^-3
  p2 = 2.2119e-04, closed form = 2.2058e-04; left = 0.1724
all tests passed
```
